\section*{The steepest negative slope of an empirical Esaki-diode current law}

\section{Problem}

The tunnelling hump in the forward current of an Esaki diode is described by the empirical law
\begin{equation}
J(V)=J_p\,\frac{V}{V_p}\,\exp\!\left(1-\frac{V}{V_p}\right),\qquad J_p>0,\quad V_p>0 .
\label{eq:law}
\end{equation}
Here $J$ is the current density and $V$ is the voltage across the junction itself, without any drop in contacts or leads. The differential conductance per unit area is $G=dJ/dV$. Where it is negative, a small rise in voltage lowers the current, and the diode can return signal power to a radio-frequency circuit.

(a) At which voltage is $G$ most negative, meaning smallest as a signed number, and what is its value there?

(b) Evaluate the answer for a GaAs diode with $J_p=1000$ A/cm$^2$, $V_p=0.10$ V and a junction area of $100\ \mu\mathrm{m}^2$. These are rough typical values; $J_p$ in particular varies over orders of magnitude with doping.

(c) How far can the answer be trusted for such a diode?

Below, $e=2.718\ldots$ is Euler's number, and the elementary charge is written $q$.

\section{First estimate by scaling}

Let $x=V/V_p$. The law then reads $J=J_p f(x)$, where $f(x)=x\,e^{1-x}$ contains no parameters. Since $dx/dV=1/V_p$,
\begin{equation}
G=\frac{J_p}{V_p}\,f'(x).
\label{eq:scaling}
\end{equation}
If $f'$ has a lowest value, it occurs at a fixed number $x=a$ and equals a fixed number $-c$. The answer must therefore have the form
\begin{equation}
V_{\min}=a\,V_p,\qquad G_{\min}=-c\,\frac{J_p}{V_p}.
\end{equation}
Scaling does not supply $a$ and $c$. As a guess, suppose that the current falls by about $J_p$ over a voltage of about $V_p$ beyond the peak. Then $c\approx1$, and $a$ lies somewhat above 1. For the example,
\begin{equation}
G_{\min}\approx-\frac{1000\ \mathrm{A/cm^2}}{0.10\ \mathrm{V}}=-1.0\times10^{4}\ \mathrm{S/cm^2}.
\end{equation}

\section{Exact solution}

\subsection{Slope and its minimum}

The product rule, with $d(e^{1-x})/dx=-e^{1-x}$, gives
\begin{equation}
f'(x)=e^{1-x}-x\,e^{1-x}=(1-x)\,e^{1-x},
\end{equation}
and therefore
\begin{equation}
G=\frac{J_p}{V_p}\,(1-x)\,e^{1-x}.
\label{eq:G}
\end{equation}
The exponential is positive, so $G>0$ for $V<V_p$ and $G<0$ for $V>V_p$. The current thus has its maximum at $V_p$, where $J=J_p\cdot1\cdot e^0=J_p$. This confirms the meaning of the two parameters. At that point the slope is zero, so the steepest fall lies further on.

To find it, differentiate once more:
\begin{align}
f''(x)&=-e^{1-x}-(1-x)\,e^{1-x}=(x-2)\,e^{1-x},\\
\frac{dG}{dV}&=\frac{J_p}{V_p^2}\,(x-2)\,e^{1-x}.
\label{eq:dG}
\end{align}
The second factor $1/V_p$ comes from the second use of the chain rule. The sign of $dG/dV$ is the sign of $x-2$. Hence $G$ decreases at every voltage below $2V_p$ and increases at every voltage above it. The point $x=2$ is the unique global minimum over all real $V$, not merely a stationary point. Inserting $x=2$ in Eq.~\eqref{eq:G} gives
\begin{equation}
\boxed{\;V_{\min}=2V_p,\qquad G_{\min}=\frac{J_p}{V_p}(1-2)\,e^{-1}=-\frac{J_p}{e\,V_p}\;}
\label{eq:result}
\end{equation}
The current density there is $J(2V_p)=2J_p/e$.

\subsection{The same result without a second derivative}

Evaluate the law at a voltage lower by $V_p$, which replaces $x$ by $x-1$:
\begin{equation}
J(V-V_p)=J_p(x-1)\,e^{1-(x-1)}=e\,J_p(x-1)\,e^{1-x}.
\end{equation}
Comparison with Eq.~\eqref{eq:G} shows that
\begin{equation}
G(V)=-\frac{J(V-V_p)}{e\,V_p}.
\label{eq:shift}
\end{equation}
The slope curve is the current curve shifted up in voltage by $V_p$, turned upside down and rescaled. The current has its largest value $J_p$ at $V_p$, so $G$ has its lowest value $-J_p/(eV_p)$ at $2V_p$.

\subsection{Limits and the neighbourhood of the minimum}

At zero bias $G(0)=eJ_p/V_p$, which is $e^2$ times the magnitude of $G_{\min}$. For $V\gg V_p$, Eq.~\eqref{eq:G} tends to $-(J_p/V_p)\,x\,e^{1-x}$, and the slope approaches zero from below.

Near the minimum put $x=2+\delta$. Then
\begin{equation}
\frac{G}{G_{\min}}=(1+\delta)\,e^{-\delta}=1-\frac{\delta^2}{2}+\frac{\delta^3}{3}+\dots
\label{eq:near}
\end{equation}
There is no linear term, so a small bias error changes the slope only in second order. The cubic term makes the curve flatter on the high-voltage side.

\subsection{Numbers for the diode}

The steepest point is at $V=2\times0.10=0.20$ V, and
\begin{equation}
G_{\min}=-\frac{1000}{2.718\times0.10}=-3679\ \mathrm{S/cm^2}.
\end{equation}
The current density there is $2\times1000/2.718=736$ A/cm$^2$. The area is $100\ \mu\mathrm{m}^2=10^{-6}$ cm$^2$, so the device conductance is $-3.68$ mS, equivalent to a differential resistance of $-272\ \Omega$.

A search for the lowest finite-difference slope of Eq.~\eqref{eq:law}, between $-0.2$ and $1.2$ V, also gives $0.20000$ V and $-3678.8$ S/cm$^2$. At $0.15$ V the slope is $-3033$ S/cm$^2$ and at $0.25$ V it is $-3347$ S/cm$^2$, which shows the asymmetry of Eq.~\eqref{eq:near}.

\section{Comparison of estimate and solution}

Scaling gave the correct dependence on $J_p$ and $V_p$. The exact numbers are $a=2$ and $c=1/e=0.368$, so the guess $c\approx1$ was too large by a factor $e$.

The faulty assumption was the voltage over which the current falls. Between $V_p$ and $2V_p$ it drops only from 1000 to 736 A/cm$^2$, a mean slope of about $-2600$ S/cm$^2$. Even at the steepest slope, a fall by the full $J_p$ would take
\begin{equation}
\frac{J_p}{|G_{\min}|}=e\,V_p=0.27\ \mathrm{V},
\end{equation}
rather than $V_p$. The long exponential tail of the law spreads out the fall.

\section{How far the result carries over to a diode}

\subsection{Shape of the hump}

The factor $1/e$ belongs to the chosen law. Consider another simple form, in which the current vanishes when the filled and empty states no longer overlap in energy:
\begin{equation}
J_{\rm ov}=\frac{J_p}{4}\,x(3-x)^2,\qquad 0\le x\le3 .
\end{equation}
Its slope is
\begin{equation}
G_{\rm ov}=\frac{J_p}{4V_p}\left[(3-x)^2-2x(3-x)\right]
=\frac{3J_p}{4V_p}(3-x)(1-x).
\end{equation}
It vanishes at $x=1$, where $J_{\rm ov}=J_p$, so the peak is the same as before. The product $(3-x)(1-x)=x^2-4x+3$ is lowest at $x=2$, where it equals $-1$. The steepest fall is again at $2V_p$, but its value is $-3J_p/(4V_p)=-7500$ S/cm$^2$, which is $2.04$ times the earlier result. With the peak held fixed, these two laws agree on the position and differ by a factor of two in the slope. The common position belongs to these two forms and does not hold for every hump. The barrier model of the temperature section below, integrated over energy and transverse momentum with Fermi occupations at 300 K, puts the steepest fall near $1.7$ to $1.8\,V_p$, with $c$ about $0.55$ to $0.6$.

The band filling shows where the tail becomes doubtful. Take $10^{19}$ donors and $5\times10^{19}$ acceptors per cm$^3$, all ionized, and fill spherical bands at zero temperature up to $k_F=(3\pi^2n)^{1/3}$. Let the masses $m$ of electrons and holes be $0.067$ and $0.5$ free-electron masses. For the holes the filling is $\hbar^2k_F^2/(2m)$. For the electrons a two-band nonparabolic correction is included: the filling $E$ follows from $E(1+\alpha E)=\hbar^2k_F^2/(2m)$ with $\alpha=(1-0.067)^2/(1.42\ \mathrm{eV})=0.61\ \mathrm{eV}^{-1}$, where $1.42$ eV is the gap. The fillings are then about $0.22$ and $0.10$ eV, and direct tunnelling closes near $0.32$ V. The point $2V_p=0.20$ V lies safely below this. At the closing voltage, however, Eq.~\eqref{eq:law} still gives about 350 A/cm$^2$. In this picture that current cannot be direct band-to-band tunnelling. The size of this remainder depends on the doping. As noted below, these dopings are too low for $1000$ A/cm$^2$ in a simple barrier model. About twice as much is needed, tunnelling then closes near $0.5$ V, and the law gives about 90 A/cm$^2$ there.

\subsection{Series resistance}

Let contacts and substrate add a series resistance whose product with the junction area is $r$. The terminal voltage is $V_t=V+rJ$, so $dV_t/dV=1+rG$ and
\begin{equation}
\frac{dJ}{dV_t}=\frac{G}{1+rG},\qquad
\frac{d}{dG}\left(\frac{G}{1+rG}\right)=\frac{1}{(1+rG)^2}>0 .
\end{equation}
If $r<eV_p/J_p$, the denominator $1+rG$ is positive at every bias. The terminal slope then rises with $G$, and both are lowest at the same junction voltage, $2V_p$. For a rough $r=2\times10^{-5}\ \Omega\,\mathrm{cm}^2$, the terminal voltage is $0.20+2\times10^{-5}\times736=0.215$ V. The terminal slope is $-3679/(1-0.0736)=-3971$ S/cm$^2$, larger in magnitude by 7.9\% than the junction value.

\subsection{Excess and thermal currents}

Current through states in the gap can be represented by a rough exponential background $J_x$, equal to 30 A/cm$^2$ at $0.5$ V and growing at a rate $b=6$ per volt. At $2V_p$ it is $5.0$ A/cm$^2$ and adds $bJ_x=30$ S/cm$^2$ to the slope. To find the shift $\Delta V$ of the minimum, expand Eq.~\eqref{eq:dG} about $x=2$ and set the total derivative of the slope to zero:
\begin{equation}
\frac{J_p}{eV_p^3}\,\Delta V+b^2J_x\approx0
\quad\Rightarrow\quad
\Delta V\approx-\frac{36\times4.96}{3.68\times10^{5}}\ \mathrm{V}\approx-0.5\ \mathrm{mV}.
\end{equation}
Direct minimization gives $0.1995$ V and $-3649$ S/cm$^2$. The background matters far more at the valley, which this model places near $0.60$ V with a peak-to-valley ratio of about 10.

Thermal current is negligible at this bias. With a carrier lifetime of $0.1$ ns, the estimate $qn_iW e^{qV/2k_BT}/(2\tau)$ for recombination in the depletion region gives about $10^{-7}$ A/cm$^2$ at 300 K and $10^{-4}$ A/cm$^2$ at 400 K. Here $n_i$ is the intrinsic density, $W$ the depletion width and $\tau$ the lifetime.

\subsection{Temperature of use}

A hotter junction has a smaller gap $E_g$ and hence a thinner barrier. The tunnelling probability is estimated as $e^{-S}$, with
\begin{equation}
S=2\int_0^{E_g}\frac{\kappa(\varepsilon)}{qF}\,d\varepsilon,\qquad
\kappa=\frac{1}{\hbar}\sqrt{2m\,\varepsilon\left(1-\frac{\varepsilon}{E_g}\right)} .
\end{equation}
Here $\varepsilon$ is the energy measured from the valence-band edge along the path, and $F$ is the local field of an abrupt depletion layer with relative permittivity $12.9$. The path starts in the middle of the band overlap. The mass $m=2m_em_l/(m_e+m_l)$ combines the conduction-band mass $m_e$ of $0.067$ free-electron masses with a light-hole mass $m_l$ of $0.08$ free-electron masses. The gap is taken as $1.42$ eV at 300 K, falling by $0.45$ meV/K.

At $V_p$ the layer is 17 nm wide, with a largest field of $2.0$ MV/cm. The exponent $S$ falls from $13.49$ at 300 K to $13.01$ at 400 K, which raises $J_p$ by a factor of about $1.6$. If $V_p$ stays fixed, $G_{\min}$ becomes about $-5900$ S/cm$^2$. The digits of $S$ belong to the abrupt layer: including the tails of the degenerate carriers at its edges raises $S$ by about $1.5$, while the factor changes only to about $1.65$. The mass is held fixed; a mass proportional to the gap would raise the factor to about 2.

This probably overstates the effect for the example. With the stated doping, the same barrier model gives a peak current of only a few A/cm$^2$, far below the assumed $1000$ A/cm$^2$. A current that large needs an exponent near 8. If a stronger field reduces $S$ in that proportion, its change over the 100 K shrinks from $0.48$ to about $0.29$. The factor is then about $1.3$, and $G_{\min}$ is about $-4900$ S/cm$^2$. Raising both dopings about twofold, until the model itself gives $1000$ A/cm$^2$, yields a change of $0.32$ and a factor nearer $1.4$. Both values are rough: band filling is held fixed, and gap narrowing by doping is left out. Thermal smearing of the occupations is left out too. Including it in the same model, at the higher doping, lowers the factor for the slope to about $1.2$ to $1.25$, that is $G_{\min}$ near $-4500$ S/cm$^2$. These figures describe the model; measured peak currents can rise or fall with temperature, depending on the doping.

\subsection{Reading the result for real devices}

With $J_p$ and $V_p$ given, the largest of the effects estimated here is the shape of the hump, a factor of two in the slope between the two laws. The 100 K rise in temperature comes next, at 20 to 40\% in the barrier model for a diode with this peak current, followed by the series resistance at 8\%. The excess current changes the slope by about 1\%. The value $-3.7$ mS is thus an order-of-magnitude guide unless Eq.~\eqref{eq:law} has been fitted to the falling part of the measured curve as well as to its peak.

\section*{Numbers as computed}
\begin{verbatim}
GaAs Esaki diode, rough typical parameters
peak current density Jp = 1000 A/cm2
peak voltage Vp = 0.10 V
junction area = 100 um2
steepest fall, numerical search: V = 0.20000 V
slope there, finite difference: G = -3678.8 S/cm2
formula -Jp/(e Vp) = -3678.8 S/cm2
current density at 2Vp = 735.8 A/cm2
device conductance at 2Vp = -3.679 mS
device differential resistance = -271.8 ohm
V = 0.00 V: G = 27182.8 S/cm2
V = 0.05 V: G = 8243.6 S/cm2
V = 0.10 V: G = 0.0 S/cm2
V = 0.15 V: G = -3032.7 S/cm2
V = 0.20 V: G = -3678.8 S/cm2
V = 0.25 V: G = -3347.0 S/cm2
V = 0.30 V: G = -2706.7 S/cm2
V = 0.40 V: G = -1493.6 S/cm2
overlap law: steepest at 0.2000 V, G = -7500 S/cm2
overlap-law slope / Esaki-law slope = 2.04
donors 1e+19 cm-3, acceptors 5e+19 cm-3
band filling: n side 0.222 eV, p side 0.099 eV
direct tunnelling closes at about 0.321 V
law still gives 351 A/cm2 there
series resistance = 2e-05 ohm cm2 (rough)
terminal voltage at steepest point = 0.2147 V
terminal slope there = -3971 S/cm2
change of slope by series resistance = 7.9 %
excess current: 30 A/cm2 at 0.5 V, rate 6 per V (rough)
excess current at 2Vp = 4.96 A/cm2
with excess: steepest at 0.19952 V, G = -3649 S/cm2
valley at 0.602 V, 95 A/cm2
peak-to-valley ratio = 10.5
300 K, at 2Vp: recombination 1.4e-07, diffusion below 2.4e-15 A/cm2
400 K, at 2Vp: recombination 1.5e-04, diffusion below 2.8e-09 A/cm2
depletion width at Vp = 16.8 nm
largest field at Vp = 1.96 MV/cm
tunnelling exponent: 13.49 at 300 K, 13.01 at 400 K
estimated Jp(400 K)/Jp(300 K) = 1.61
slope at 2Vp scaled to 400 K = -5938 S/cm2
\end{verbatim}
